**Maximum deflection by a repulsive spherical step**

For a step of height $V_0$ and radius $a$, with centre-of-mass energy $E_c>V_0$, the largest classical deflection is $2\arccos n$, where $n=\sqrt{1-V_0/E_c}$, reached at impact parameter $b=na$. The program asserts that a vector ray tracer agrees with the derived angles and maximum for four values of $V_0/E_c$. It also asserts that Newton trajectories through thinner smooth walls move towards the sharp-step results, and that a nearly head-on particle returns when $V_0>E_c$. A two-body integration tests the recoil-energy and laboratory-angle relations, and a numerical Schrödinger solution tests the plane-wall reflection formulas. For $E_c=50$ eV and $V_0=20$ eV the output gives a maximum of 78.46 degrees and, for nitrogen on copper, a largest recoil energy of 14.45 eV. The output also shows that a smooth wall of width parameter 0.10 angstrom lowers the maximum to about 40 degrees. With the ZBL potential, whose core rises above $E_c$, a nearly head-on ion is turned back.

## Check in Python

```python
"""
Result under test: for a repulsive spherical step V = V0 (r < a), 0 (r > a),
with 0 < V0 < Ec, the largest classical centre-of-mass deflection is
    theta_max = 2 arccos(n),  n = sqrt(1 - V0/Ec),  reached at b = n a.
Ec: centre-of-mass energy; b: impact parameter; a: step radius;
h = V0/Ec; m1, m2: projectile and target masses; E0: laboratory energy.
Scaled trajectories use a = 1, speed 1 and Ec = 1 (so the mass is 2).
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def formula_angle(b, h):
    """Derived deflection for a sharp step of unit radius."""
    n = math.sqrt(1 - h)
    if b < n:
        return 2 * (math.asin(b / n) - math.asin(b))
    return 2 * math.acos(b) if b < 1 else 0.0


def traced_angle(b, h):
    """Deflection from vectors: radial impulses that conserve energy."""
    position = np.array([-math.sqrt(1 - b * b), b])
    velocity = np.array([1.0, 0.0])
    radial = velocity @ position
    if radial**2 <= h:
        velocity = velocity - 2 * radial * position
    else:
        inner_radial = -math.sqrt(radial**2 - h)
        velocity = velocity + (inner_radial - radial) * position
        flight = -2 * (position @ velocity) / (velocity @ velocity)
        leaving = position + flight * velocity
        radial = velocity @ leaving
        velocity = velocity + (math.sqrt(radial**2 + h) - radial) * leaving
    return math.atan2(velocity[1], velocity[0])


def newton_angle(b, outward_acceleration, start, max_step):
    """Integrate to closest approach, where half the turning is done."""
    def motion(t, y):
        r = math.hypot(y[0], y[1])
        acc = outward_acceleration(r) / r
        return [y[2], y[3], acc * y[0], acc * y[1]]

    def closest(t, y):
        return y[0] * y[2] + y[1] * y[3]
    closest.terminal = True
    closest.direction = 1
    first = [-math.sqrt(start**2 - b**2), b, 1.0, 0.0]
    run = solve_ivp(motion, (0, 10 * start), first, method="DOP853",
                    events=closest, max_step=max_step, rtol=1e-9, atol=1e-11)
    assert len(run.y_events[0]) == 1
    end = run.y_events[0][0]
    return 2 * math.atan2(end[3], end[2])


def smooth_wall_angle(b, h, width):
    """Wall V = h / (1 + exp((r - 1)/width)), unit radius and energy."""
    def acceleration(r):
        f = 1 / (1 + math.exp(min((r - 1) / width, 600)))
        return h * f * (1 - f) / (2 * width)
    return newton_angle(b, acceleration, 1 + 25 * width, 2 * width)


# Inputs of the example
m1, m2 = 14.007, 63.546          # N and Cu, atomic mass units
z1, z2 = 7, 29
Ec, V0, a = 50.0, 20.0, 1.2      # eV, eV, angstrom
wall = 0.1                       # angstrom, smooth-wall width parameter
lattice = 3.6                    # angstrom, rough fcc-Cu lattice constant
h = V0 / Ec
n = math.sqrt(1 - h)
theta_max = 2 * math.acos(n)
E0 = Ec * (m1 + m2) / m2
gamma = 4 * m1 * m2 / (m1 + m2)**2
T_max = 4 * m1 * V0 / (m1 + m2)
deg = math.degrees

# Scan the traced deflection for several heights; V0 fixed, Ec varied
b_grid = np.linspace(0.0005, 0.9995, 8001)
scan_results = []
for height in (0.1, h, 0.7, 0.95):
    angles = np.array([traced_angle(b, height) for b in b_grid])
    expected = np.array([formula_angle(b, height) for b in b_grid])
    assert np.max(np.abs(angles - expected)) < 1e-6
    top = int(np.argmax(angles))
    bound = 2 * math.acos(math.sqrt(1 - height))
    # tolerances: grid spacing times the slope beside the cusp
    assert abs(angles[top] - bound) < 2e-3
    assert angles[top] <= bound + 1e-9
    assert abs(b_grid[top] - math.sqrt(1 - height)) < 3e-4
    lab_energy = V0 / height * (m1 + m2) / m2
    recoil = gamma * lab_energy * math.sin(angles[top] / 2)**2
    assert abs(recoil / T_max - 1) < 6e-3
    scan_results.append((height, deg(angles[top]), deg(bound), recoil))

# Newton trajectories through thin smooth walls approach the sharp step
sample_b = (0.3, 0.6, 0.85, 0.95)
wall_errors = []
for width in (2e-3, 5e-4):
    wall_errors.append(max(abs(smooth_wall_angle(b, h, width)
                               - formula_angle(b, h)) for b in sample_b))
assert wall_errors[1] < 0.02 and wall_errors[1] < 0.5 * wall_errors[0]

# The maximum itself converges more slowly, because of the cusp
thin_widths = (1.6e-3, 4e-4)
gaps = []
for width in thin_widths:
    best = max(smooth_wall_angle(n * s, h, width)
               for s in np.linspace(0.99, 1.02, 13))
    gaps.append(theta_max - best)
assert 0 < gaps[1] < gaps[0] and gaps[1] < 0.06

# A head-on particle passes if V0 < Ec, but returns if V0 > Ec
near_head_on = smooth_wall_angle(1e-3, h, 5e-3)
returned = smooth_wall_angle(1e-3, 1.2, 5e-3)
assert near_head_on < 0.01 and returned > 3.1

# Full two-body motion in the laboratory (angstrom, eV, mass units)
soft = 0.1
b_test = 0.7


def two_body(t, y):
    separation = y[0:2] - y[2:4]
    r = np.linalg.norm(separation)
    f = 1 / (1 + math.exp(min((r / a - 1) / soft, 600)))
    force = V0 * f * (1 - f) / (soft * a) * separation / r
    return np.concatenate((y[4:8], force / m1, -force / m2))


speed = math.sqrt(2 * E0 / m1)
start = a * (1 + 25 * soft)
initial = [-math.sqrt(start**2 - (b_test * a)**2), b_test * a,
           0, 0, speed, 0, 0, 0]
final = solve_ivp(two_body, (0, 12 * a / speed), initial, method="DOP853",
                  rtol=1e-10, atol=1e-11, max_step=0.1 * a / speed).y[:, -1]
assert np.linalg.norm(final[0:2] - final[2:4]) > start
theta_soft = smooth_wall_angle(b_test, h, soft)
recoil_run = 0.5 * m2 * (final[6]**2 + final[7]**2)
recoil_rule = gamma * E0 * math.sin(theta_soft / 2)**2
lab_run = math.atan2(final[5], final[4])
lab_rule = math.atan2(math.sin(theta_soft), math.cos(theta_soft) + m1 / m2)
assert abs(recoil_run / recoil_rule - 1) < 1e-5
assert abs(lab_run - lab_rule) < 1e-5
lab_at_max = math.atan2(math.sin(theta_max), math.cos(theta_max) + m1 / m2)

# Finite wall thickness in the example
soft_scan = [(smooth_wall_angle(b, h, wall / a), b)
             for b in np.linspace(0.05, 1.3, 51)]
soft_max, soft_b = max(soft_scan)

# Atomic core: ZBL universal screened Coulomb potential
bohr = const.physical_constants["Bohr radius"][0] * 1e10
coulomb = const.e / (4 * math.pi * const.epsilon_0) * 1e10  # eV angstrom
screen = 0.88534 * bohr / (z1**0.23 + z2**0.23)
terms = ((0.18175, 3.19980), (0.50986, 0.94229),
         (0.28022, 0.40290), (0.02817, 0.20162))


def zbl(r):
    return coulomb * z1 * z2 / r * sum(
        c * math.exp(-d * r / screen) for c, d in terms)


def zbl_slope(r):
    tail = sum(c * d / screen * math.exp(-d * r / screen) for c, d in terms)
    return -zbl(r) / r - coulomb * z1 * z2 / r * tail


turning = brentq(lambda r: zbl(r) - Ec, 0.05, 5)


def zbl_angle(b):
    return newton_angle(b, lambda r: -zbl_slope(r) / (2 * Ec), 12.0, 0.2)


zbl_critical = zbl_angle(n * a)
zbl_head_on = zbl_angle(1e-3)
assert zbl_head_on > 3.1
decay_length = -zbl(a) / zbl_slope(a)
neighbour = lattice / math.sqrt(2)

# Electronic loss along one sphere diameter, Lindhard-Scharff estimate
bohr_speed = const.alpha * const.c
ion_speed = math.sqrt(2 * E0 * const.e / (m1 * const.atomic_mass))
stopping = (8 * math.pi * coulomb * bohr * z1**(7 / 6) * z2
            / (z1**(2 / 3) + z2**(2 / 3))**1.5 * ion_speed / bohr_speed)
electronic_loss = stopping * 4 / lattice**3 * 2 * a


# Quantum reflection at a planar wall, normal incidence
def log10_reflection(k_out, k_in, width):
    up = math.sinh(math.pi * width * (k_out - k_in))
    down = math.sinh(math.pi * width * (k_out + k_in))
    return 2 * (math.log10(up) - math.log10(down))


def solved_reflection(width):
    """Schroedinger equation, outer wave number 1, inner wave number n."""
    edge = 30 * width

    def wave(x, y):
        return [y[1], -(1 - h / (1 + math.exp(-x / width))) * y[0]]
    psi0 = np.exp(1j * n * edge)
    run = solve_ivp(wave, (edge, -edge), [psi0, 1j * n * psi0],
                    method="DOP853", rtol=1e-10, atol=1e-12,
                    max_step=width)
    psi, slope = run.y[:, -1]
    return abs((psi + 1j * slope) / (psi - 1j * slope))**2


sharp_reflection = ((1 - n) / (1 + n))**2
assert abs(solved_reflection(0.3) / 10**log10_reflection(1, n, 0.3) - 1) < 1e-4
assert abs(solved_reflection(0.003) / sharp_reflection - 1) < 1e-2
mu = m1 * m2 / (m1 + m2) * const.atomic_mass
k_out = math.sqrt(2 * mu * Ec * const.e) / const.hbar * 1e-10
wavelength = 2 * math.pi / k_out
smooth_log = log10_reflection(k_out, n * k_out, wall)

print(f"masses N, Cu: {m1:.3f}, {m2:.3f} u")
print(f"Ec = {Ec:.1f} eV, V0 = {V0:.1f} eV, a = {a:.2f} angstrom")
print(f"laboratory energy E0 = {E0:.2f} eV")
print(f"V0/Ec = {h:.3f}, n = {n:.4f}")
print(f"critical impact parameter n a = {n * a:.4f} angstrom")
print(f"theta_max = {theta_max:.4f} rad = {deg(theta_max):.2f} deg")
print(f"laboratory angle at theta_max = {deg(lab_at_max):.2f} deg")
print(f"energy-transfer factor gamma = {gamma:.4f}")
print(f"largest recoil energy T_max = {T_max:.3f} eV")
print(f"recoil energy if theta were 180 deg = {gamma * E0:.2f} eV")
print("b/a, b (angstrom), theta formula (deg), theta traced (deg):")
for b in (0.0, 0.3, 0.6, 0.7, 0.85, 0.95):
    print(f"  {b:.2f}  {b * a:.3f}  {deg(formula_angle(b, h)):.3f}"
          f"  {deg(traced_angle(b, h)):.3f}")
print("V0/Ec, scanned max (deg), formula (deg), recoil (eV), V0 fixed:")
for row in scan_results:
    print("  {:.2f}  {:.2f}  {:.2f}  {:.3f}".format(*row))
print("approach to the limit, V0/Ec and theta_max (deg):")
for height in (0.99, 0.999, 0.9999):
    print(f"  {height:.4f}  {deg(2 * math.acos(math.sqrt(1 - height))):.2f}")
print("thin smooth walls, width/a and shortfall of maximum (deg):")
for width, gap in zip(thin_widths, gaps):
    print(f"  {width:.4f}  {deg(gap):.2f}")
print(f"b/a = 0.001, V0/Ec = {h:.1f}: theta = {deg(near_head_on):.3f} deg")
print(f"b/a = 0.001, V0/Ec = 1.2: theta = {deg(returned):.2f} deg")
print(f"two-body run, b/a = {b_test:.1f}, wall width/a = {soft:.1f}:")
print(f"  recoil run, rule = {recoil_run:.4f}, {recoil_rule:.4f} eV")
print(f"  lab angle run, rule = {deg(lab_run):.3f}, {deg(lab_rule):.3f} deg")
print("neglected effects, sized for the example:")
print(f"  smooth wall width parameter = {wall:.2f} angstrom")
print(f"  its scanned maximum = {deg(soft_max):.1f} deg at b/a = {soft_b:.3f}")
print(f"  ZBL potential at r = a: {zbl(a):.1f} eV")
print(f"  ZBL decay length at r = a: {decay_length:.3f} angstrom")
print(f"  ZBL head-on turning distance = {turning:.3f} angstrom")
print(f"  ZBL theta at b = n a: {deg(zbl_critical):.1f} deg")
print(f"  ZBL theta at b = 0.001 angstrom: {deg(zbl_head_on):.2f} deg")
print(f"  rough Cu lattice constant = {lattice:.1f} angstrom")
print(f"  Cu neighbour distance = {neighbour:.2f} angstrom")
print(f"  ZBL at neighbour distance - a: {zbl(neighbour - a):.1f} eV")
print(f"  electronic loss over path 2a = {electronic_loss:.1f} eV")
print(f"  de Broglie wavelength = {wavelength:.4f} angstrom")
print(f"  quantum reflection, sharp planar wall = {sharp_reflection:.4f}")
print(f"  log10 of reflection, smooth planar wall = {smooth_log:.0f}")
print("done: every assertion held")
```

Running it gives:

```
masses N, Cu: 14.007, 63.546 u
Ec = 50.0 eV, V0 = 20.0 eV, a = 1.20 angstrom
laboratory energy E0 = 61.02 eV
V0/Ec = 0.400, n = 0.7746
critical impact parameter n a = 0.9295 angstrom
theta_max = 1.3694 rad = 78.46 deg
laboratory angle at theta_max = 66.78 deg
energy-transfer factor gamma = 0.5920
largest recoil energy T_max = 14.449 eV
recoil energy if theta were 180 deg = 36.12 eV
b/a, b (angstrom), theta formula (deg), theta traced (deg):
  0.00  0.000  0.000  0.000
  0.30  0.360  10.658  10.658
  0.60  0.720  27.797  27.797
  0.70  0.840  40.442  40.442
  0.85  1.020  63.577  63.577
  0.95  1.140  36.390  36.390
V0/Ec, scanned max (deg), formula (deg), recoil (eV), V0 fixed:
  0.10  36.83  36.87  14.417
  0.40  78.46  78.46  14.449
  0.70  113.56  113.58  14.447
  0.95  154.15  154.16  14.449
approach to the limit, V0/Ec and theta_max (deg):
  0.9900  168.52
  0.9990  176.38
  0.9999  178.85
thin smooth walls, width/a and shortfall of maximum (deg):
  0.0016  4.37
  0.0004  1.84
b/a = 0.001, V0/Ec = 0.4: theta = 0.033 deg
b/a = 0.001, V0/Ec = 1.2: theta = 179.88 deg
two-body run, b/a = 0.7, wall width/a = 0.1:
  recoil run, rule = 3.5733, 3.5733 eV
  lab angle run, rule = 30.282, 30.282 deg
neglected effects, sized for the example:
  smooth wall width parameter = 0.10 angstrom
  its scanned maximum = 39.7 deg at b/a = 0.750
  ZBL potential at r = a: 24.6 eV
  ZBL decay length at r = a: 0.292 angstrom
  ZBL head-on turning distance = 1.002 angstrom
  ZBL theta at b = n a: 57.8 deg
  ZBL theta at b = 0.001 angstrom: 179.85 deg
  rough Cu lattice constant = 3.6 angstrom
  Cu neighbour distance = 2.55 angstrom
  ZBL at neighbour distance - a: 15.2 eV
  electronic loss over path 2a = 3.1 eV
  de Broglie wavelength = 0.0120 angstrom
  quantum reflection, sharp planar wall = 0.0161
  log10 of reflection, smooth planar wall = -222
done: every assertion held
```
